# Finite zero-wavevector limit of short-range screened exchange in periodic cells: a numerical check

```python
# RESULT UNDER TEST
# The screened exchange kernel erfc(w r)/r has the Fourier transform
#   v(q) = 4 pi (1 - exp(-q^2 / 4 w^2)) / q^2,   v(0) = pi / w^2 (finite),
# while the Coulomb kernel 4 pi / q^2 diverges at q = 0.
# The consequences for exchange on a finite k mesh are tested on a separable
# cosine crystal: potential -U [cos(Kx) + cos(Ky) + cos(Kz)], K = 2 pi / a.
# Symbols: w screening parameter (1/nm), a cell edge (nm), N mesh points per
# axis, L = N a, COUL = e^2/(4 pi eps0) in eV nm, Q pair-density wavevector.
# Exchange energies are per cell and per spin, with one filled band.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import erf, erfc, mathieu_a, mathieu_b

COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/2m in eV nm^2
a, U, w, mix = 0.5, 6.5, 2.0, 0.25
K = 2 * np.pi / a
NMAX, GMAX = 9, 6
n = np.arange(-NMAX, NMAX + 1)


def v_screened(q2):
    """Derived kernel, for q^2 > 0, in nm^2."""
    return -4 * np.pi * np.expm1(-q2 / (4 * w**2)) / q2


v0 = np.pi / w**2

# ---- Fourier transform against radial quadrature of its definition
for q in (0.05, 0.7, 3.0, 12.0, 30.0):
    integral = quad(lambda r: erfc(w * r) * np.sin(q * r), 0, 7 / w,
                    limit=300, epsabs=1e-12)[0]
    assert abs(4 * np.pi * integral / q - v_screened(q * q)) < 1e-7
v0_quad = 4 * np.pi * quad(lambda r: r * erfc(w * r), 0, 7 / w)[0]
assert abs(v0_quad - v0) < 1e-8
q = 0.1 * w
assert abs((1 - v_screened(q * q) / v0) / (q * q / (8 * w**2)) - 1) < 0.01
# long-range partner: inverse transform must return erf(w r)/r
for r in (0.2, 0.9):
    back = 2 / np.pi * quad(lambda p: np.sinc(p * r / np.pi)
                            * np.exp(-p * p / (4 * w**2)), 0, 14 * w,
                            limit=300)[0]
    assert abs(back - erf(w * r) / r) < 1e-7


# ---- one-dimensional Bloch states
def states(kappa, depth=U):
    """Energies and plane-wave coefficients at k = kappa K."""
    h = np.diag(KIN * K**2 * (kappa + n)**2)
    h = h - depth / 2 * (np.eye(n.size, k=1) + np.eye(n.size, k=-1))
    return np.linalg.eigh(h)


e_centre, e_edge = states(0.0)[0], states(0.5)[0]
q_mathieu, unit = 2 * U / (KIN * K**2), KIN * K**2 / 4
assert abs(e_centre[0] - unit * mathieu_a(0, q_mathieu)) < 1e-6
assert abs(e_edge[0] - unit * mathieu_b(1, q_mathieu)) < 1e-6
assert abs(e_edge[1] - unit * mathieu_a(1, q_mathieu)) < 1e-6
gap = e_edge[1] + 2 * e_centre[0] - 3 * e_edge[0]
assert gap > 0

# interband pair amplitude at small q against the momentum matrix element
kappa, dk = 0.25, 1e-4
ev, cv = states(kappa)
c_next = states(kappa + dk)[1]
q_small = dk * K
amp = abs(cv[:, 0] @ c_next[:, 1])
mom = abs(cv[:, 0] @ ((kappa + n) * K * cv[:, 1]))
assert abs(amp / q_small / (2 * KIN * mom / (ev[1] - ev[0])) - 1) < 5e-3
inter_coul = COUL * 4 * np.pi * (amp / q_small)**2
inter_scr = COUL * v_screened(q_small**2) * amp**2
assert inter_scr < 1e-4 * inter_coul


# ---- exchange on a finite mesh, from sums over pair-density wavevectors
def band_set(N, band):
    return np.array([states(j / N)[1][:, band] for j in range(N)])


def form_factor(source, target, rows):
    """Mean over source k of |<source k| exp(-iQx) |target k+Q>|^2."""
    N = len(source)
    pad = GMAX + 2
    ext = np.pad(target, ((0, 0), (pad, pad)))
    out = []
    for m in range(-GMAX * N, GMAX * N + 1):
        total = 0.0
        for j in rows:
            g, j2 = divmod(j + m, N)
            piece = ext[j2, pad + g: pad + g + n.size]
            total += (source[j] @ piece)**2
        out.append(total / len(rows))
    return np.array(out)


def mesh_sum(px, py, N, kernel, zero_value):
    """(COUL/V) sum over Q of kernel(Q) px(Qx) py(Qy) py(Qz)."""
    q1 = K / N * np.arange(-GMAX * N, GMAX * N + 1)
    q2 = (q1[:, None, None]**2 + q1[None, :, None]**2
          + q1[None, None, :]**2)
    mid = GMAX * N
    q2[mid, mid, mid] = 1.0
    val = kernel(q2)
    val[mid, mid, mid] = zero_value
    return COUL / (N * a)**3 * np.einsum('ijk,i,j,k->', val, px, py, py,
                                         optimize=True)


def coulomb(q2):
    return 4 * np.pi / q2


meshes = (2, 3, 4, 6)
e_keep, e_drop, e_coul = {}, {}, {}
gap_keep, gap_drop, pair_band = {}, {}, {}
for N in meshes:
    low, high = band_set(N, 0), band_set(N, 1)
    P = form_factor(low, low, range(N))
    assert abs(P[GMAX * N] - 1) < 1e-10
    e_keep[N] = -0.5 * mesh_sum(P, P, N, v_screened, v0)
    e_drop[N] = -0.5 * mesh_sum(P, P, N, v_screened, 0.0)
    e_coul[N] = -0.5 * mesh_sum(P, P, N, coulomb, 0.0)
    # exchange part of the level spacing at the zone centre
    p_occ = form_factor(low, low, [0])
    p_emp = form_factor(high, low, [0])
    assert p_emp[GMAX * N] < 1e-18
    pair_band[N] = mesh_sum(p_emp, p_occ, N, v_screened, v0)
    gap_keep[N] = mesh_sum(p_occ, p_occ, N, v_screened, v0) - pair_band[N]
    gap_drop[N] = (mesh_sum(p_occ, p_occ, N, v_screened, 0.0)
                   - mesh_sum(p_emp, p_occ, N, v_screened, 0.0))


# ---- infinite-crystal reference, in real space from the density matrix
def pair_function(depth=U, cells=12, per_cell=64):
    """F(u) = integral over one cell of |gamma(x, x+u)|^2, on a long ring."""
    size, h = cells * per_cell, a / per_cell
    x, ring = np.arange(size) * h, cells * a
    psi = np.array([np.exp(1j * np.outer(x, K * (j / cells + n)))
                    @ states(j / cells, depth)[1][:, 0]
                    for j in range(cells)]) / np.sqrt(ring)
    gamma2 = abs(psi[:, :per_cell].conj().T @ psi)**2
    F = h * sum(np.roll(gamma2[i], -i) for i in range(per_cell))
    u = (x + ring / 2) % ring - ring / 2
    return u, F, h


def real_space_exchange(u, F, h, t_low):
    """Uses erfc(t_low r)/r = 2/sqrt(pi) int_{t_low}^inf exp(-r^2 t^2) dt."""
    top = 0.6 / h
    node, weight = np.polynomial.legendre.leggauss(30)
    edges = [t_low, t_low + 4, 15.0, 35.0, top]
    total = 0.0
    for lo, hi in zip(edges[:-1], edges[1:]):
        t = lo + (hi - lo) * (node + 1) / 2
        I = h * np.exp(-np.outer(t**2, u**2)) @ F
        total += (hi - lo) / 2 * weight @ I**3
    curv = 2 * (F[1] - F[0]) / h**2
    total += np.pi**1.5 * (F[0]**3 / (2 * top**2)
                           + 3 * F[0]**2 * curv / (16 * top**4))
    return -COUL / np.sqrt(np.pi) * total


u, F, h = pair_function()
assert abs(h * F.sum() - 1) < 1e-9
lam2 = 0.5 * h * np.sum(u**2 * F)
scr_inf = real_space_exchange(u, F, h, w)
full_inf = real_space_exchange(u, F, h, 0.0)


# ---- potential at a unit point charge from its images and background
def image_potential(edges, eta_factor=2.0):
    edges = np.array(edges, float)
    V = edges.prod()
    eta = eta_factor / V**(1 / 3)
    g = np.arange(-7, 8)
    idx = np.array(np.meshgrid(g, g, g)).reshape(3, -1).T
    idx = idx[np.any(idx != 0, axis=1)]
    R = np.sqrt(((idx * edges)**2).sum(1))
    G2 = ((2 * np.pi * idx / edges)**2).sum(1)
    return (np.sum(erfc(eta * R) / R)
            + 4 * np.pi / V * np.sum(np.exp(-G2 / (4 * eta**2)) / G2)
            - np.pi / (eta**2 * V) - 2 * eta / np.sqrt(np.pi))


xi = -image_potential([1, 1, 1])
assert abs(xi + image_potential([1, 1, 1], 2.6)) < 1e-8

# ---- mesh errors against the derived laws
coul_law = {N: COUL * (xi / (2 * N * a) - 2 * np.pi * lam2 / (N * a)**3)
            for N in meshes}
drop_law = {N: COUL * v0 / (2 * (N * a)**3) for N in meshes}
for N in (3, 4, 6):
    assert abs(e_keep[N] - scr_inf) < 1e-3
    assert abs(e_drop[N] - scr_inf - drop_law[N]) < 1e-3
    assert abs(e_coul[N] - full_inf - coul_law[N]) < 1e-3
assert abs(e_keep[6] - scr_inf) < 1e-4
assert abs(gap_keep[3] - gap_keep[6]) < 2e-3
assert abs(gap_drop[3] - gap_keep[6] + 2 * drop_law[3]) < 2e-3

# kept limit: remaining error is the image sum (Gaussian pair density)
L = 1.0
g = 2 * np.pi / L * np.arange(-14, 15)
G2 = g[:, None, None]**2 + g[None, :, None]**2 + g[None, None, :]**2
G2[14, 14, 14] = 1.0
term = v_screened(G2) * np.exp(-lam2 * G2)
term[14, 14, 14] = v0
w_eff = 1 / np.sqrt(1 / w**2 + 4 * lam2)
w_self = 1 / (2 * np.sqrt(lam2))
isolated = 2 / np.sqrt(np.pi) * (w_self - w_eff)
i = np.arange(-5, 6)
R = np.sqrt(i[:, None, None]**2 + i[None, :, None]**2
            + i[None, None, :]**2).ravel() * L
R = R[R > 0]
images = np.sum((erfc(w_eff * R) - erfc(w_self * R)) / R)
assert abs(term.sum() / L**3 - isolated - images) < 1e-6
assert images > 1e-3

# ---- sizes of neglected effects
u2, F2, h2 = pair_function(1.2 * U)
deeper = real_space_exchange(u2, F2, h2, w) - scr_inf
long_range = full_inf - scr_inf
eps_el, eps_static, T, field = 4.0, 20.0, 358.0, 0.5   # field in V/nm
boltz = np.exp(-gap / (2 * sc.k * T / sc.e))
long_box = -COUL * image_potential([1, 1, 2]) / 2
cube_box = COUL * xi / (2 * 2**(1 / 3))

print(f"cell edge a = {a} nm; well amplitude U = {U} eV")
print(f"screening w = {w} 1/nm; mixing fraction = {mix}")
print(f"w in atomic units = {w * sc.value('Bohr radius') * 1e9:.4f} 1/bohr")
print(f"e^2/(4 pi eps0) = {COUL:.5f} eV nm")
print(f"band gap of model = {gap:.3f} eV")
print(f"width of filled band = {3 * (e_edge[0] - e_centre[0]):.3f} eV")
print(f"v(0) formula = {v0:.6f} nm^2; quadrature = {v0_quad:.6f} nm^2")
print(f"v(0) as energy x volume = {COUL * v0:.4f} eV nm^3")
print("q (1/nm), screened kernel, Coulomb kernel (eV nm^3):")
for q in (0.01, 0.1, 1.0, 2 * np.pi, 4 * np.pi):
    print(f"  {q:7.3f}  {COUL * v_screened(q*q):9.5f}"
          f"  {COUL * coulomb(q*q):12.5g}")
print(f"interband Coulomb term, q->0 along x = {inter_coul:.4f} eV nm^3")
print(f"interband screened term at q = {q_small:.2e} 1/nm:"
      f" {inter_scr:.1e} eV nm^3")
print(f"localization length lambda = {np.sqrt(lam2):.5f} nm")
print(f"cubic Madelung number xi = {xi:.6f}")
print(f"infinite crystal, screened exchange = {scr_inf:.5f} eV")
print(f"infinite crystal, full exchange = {full_inf:.5f} eV")
print("N, L (nm), screened kept, screened dropped, Coulomb dropped (eV):")
for N in meshes:
    print(f"  {N}  {N*a:.1f}  {e_keep[N]:.5f}  {e_drop[N]:.5f}"
          f"  {e_coul[N]:.5f}")
print("N, errors: kept, dropped, its law, Coulomb, its law (eV):")
for N in meshes:
    print(f"  {N}  {e_keep[N]-scr_inf:.1e}  {e_drop[N]-scr_inf:.5f}"
          f"  {drop_law[N]:.5f}  {e_coul[N]-full_inf:.5f}"
          f"  {coul_law[N]:.5f}")
print("N, zone-centre exchange spacing: kept, dropped (eV):")
for N in meshes:
    print(f"  {N}  {gap_keep[N]:.4f}  {gap_drop[N]:.4f}")
print(f"hybrid gap loss if dropped, L = 1 nm: {mix*2*drop_law[2]:.4f} eV")
print(f"hybrid gap loss if dropped, L = 2 nm: {mix*2*drop_law[4]:.4f} eV")
print(f"Gaussian test, L = 1 nm: image sum = {images:.5f} 1/nm")
print("Neglected effects (dielectric constants are rough):")
print(f"  long-range exchange left out = {long_range:.4f} eV")
print(f"  same divided by eps = {eps_el:.0f}: {long_range/eps_el:.4f} eV")
print(f"  screened exchange with next band = {-pair_band[6]:.4f} eV")
print(f"  wells 20 % deeper change screened exchange by {deeper:.4f} eV")
print(f"  leading Coulomb error, 1x1x2 nm box = {long_box:.4f} eV")
print(f"  leading Coulomb error, cube of same volume = {cube_box:.4f} eV")
for eps in (eps_el, eps_static):
    print(f"  charge-e defect image energy, L = 1 nm, eps = {eps:.0f}:"
          f" {COUL*xi/(2*eps):.4f} eV")
print(f"  thermal factor exp(-gap/2kT) at {T:.0f} K = {boltz:.1e}")
print(f"  potential drop per cell at {field*10:.0f} MV/cm = {field*a:.3f} eV")
print("all tests passed")
```

Printed output:

```
cell edge a = 0.5 nm; well amplitude U = 6.5 eV
screening w = 2.0 1/nm; mixing fraction = 0.25
w in atomic units = 0.1058 1/bohr
e^2/(4 pi eps0) = 1.43996 eV nm
band gap of model = 5.752 eV
width of filled band = 0.476 eV
v(0) formula = 0.785398 nm^2; quadrature = 0.785398 nm^2
v(0) as energy x volume = 1.1309 eV nm^3
q (1/nm), screened kernel, Coulomb kernel (eV nm^3):
    0.010    1.13094    1.8095e+05
    0.100    1.13059        1809.5
    1.000    1.09633        18.095
    6.283    0.41948       0.45835
   12.566    0.11458       0.11459
interband Coulomb term, q->0 along x = 0.0952 eV nm^3
interband screened term at q = 1.26e-03 1/nm: 9.4e-09 eV nm^3
localization length lambda = 0.07462 nm
cubic Madelung number xi = 2.837297
infinite crystal, screened exchange = -3.99095 eV
infinite crystal, full exchange = -5.54827 eV
N, L (nm), screened kept, screened dropped, Coulomb dropped (eV):
  2  1.0  -4.03124  -3.46577  -3.56642
  3  1.5  -3.99065  -3.82310  -4.20092
  4  2.0  -3.99097  -3.92029  -4.53321
  6  3.0  -3.99095  -3.97001  -4.86921
N, errors: kept, dropped, its law, Coulomb, its law (eV):
  2  -4.0e-02  0.52518  0.56547  1.98186  1.99243
  3  3.0e-04  0.16785  0.16755  1.34735  1.34694
  4  -2.2e-05  0.07066  0.07068  1.01507  1.01511
  6  -8.3e-07  0.02094  0.02094  0.67907  0.67907
N, zone-centre exchange spacing: kept, dropped (eV):
  2  6.0667  4.9358
  3  6.0406  5.7055
  4  6.0400  5.8986
  6  6.0400  5.9981
hybrid gap loss if dropped, L = 1 nm: 0.2827 eV
hybrid gap loss if dropped, L = 2 nm: 0.0353 eV
Gaussian test, L = 1 nm: image sum = 0.04142 1/nm
Neglected effects (dielectric constants are rough):
  long-range exchange left out = -1.5573 eV
  same divided by eps = 4: -0.3893 eV
  screened exchange with next band = -1.7948 eV
  wells 20 % deeper change screened exchange by -0.3293 eV
  leading Coulomb error, 1x1x2 nm box = 1.3002 eV
  leading Coulomb error, cube of same volume = 1.6214 eV
  charge-e defect image energy, L = 1 nm, eps = 4: 0.5107 eV
  charge-e defect image energy, L = 1 nm, eps = 20: 0.1021 eV
  thermal factor exp(-gap/2kT) at 358 K = 3.2e-41
  potential drop per cell at 5 MV/cm = 0.250 eV
all tests passed
```
